\section*{Why a cosine cutoff can make harmonic phonon frequencies jump}

\section{Definitions and conventions}

A surrogate model with radial descriptors assigns each atom $l$ the energy $F(G_{1,l},G_{2,l},\dots)$, where
\begin{equation}
G_{\alpha,l}=\sum_{j\neq l} h_\alpha(r_{lj}),\qquad h_\alpha(r)=g_\alpha(r)f(r).
\end{equation}
The functions $g_\alpha$ are smooth. The standard cosine cutoff is
\begin{equation}
f(r)=\tfrac12\left[1+\cos(\pi r/r_c)\right]\ (r<r_c),\qquad f(r)=0\ (r\ge r_c).
\end{equation}
The crystal has one atom of mass $m$ per primitive cell. Its lattice vectors are $\mathbf R$, with $R=|\mathbf R|$ and $\mathbf n=\mathbf R/R$. Derivatives of $F$ in the perfect crystal are written $F_\alpha$ and $F_{\alpha\beta}$. The force-constant matrix $K(\mathbf q)$ has eigenvalues $m\omega^2$, and $\nu=\omega/2\pi$. The labels ``in'' and ``out'' denote the limits in which a neighbour shell approaches $r_c$ from inside and from outside.

Just inside the cutoff put $r=r_c-s$. Since $\cos(\pi-x)=-\cos x$,
\begin{equation}
f=\tfrac12\left[1-\cos(\pi s/r_c)\right]=\frac{\pi^2s^2}{4r_c^2}+O(s^4).
\end{equation}
Value and slope vanish at $s=0$, but $f''(r_c^-)=\pi^2/(2r_c^2)$, while $f''=0$ outside. Energy, forces and pressure contain only $h_\alpha$ and $h'_\alpha$ and are continuous. Phonons need second derivatives.

\section{Three contributions to the stiffness}

Displace the atoms by $\mathbf u_l$ and let $\mathbf w=\mathbf u_{l+\mathbf R}-\mathbf u_l$. To second order the bond length is
\begin{equation}
|\mathbf R+\mathbf w|=R+\mathbf n\cdot\mathbf w+\frac{w^2-(\mathbf n\cdot\mathbf w)^2}{2R}.
\end{equation}
Provided $R\neq r_c$, so that $h_\alpha$ has a second derivative there,
\begin{equation}
\delta h_\alpha=h'_\alpha\,\mathbf n\cdot\mathbf w+\tfrac12h''_\alpha(\mathbf n\cdot\mathbf w)^2+\frac{h'_\alpha}{2R}\left[w^2-(\mathbf n\cdot\mathbf w)^2\right].
\end{equation}
The term linear in $\mathbf w$ cancels from the energy at first order, because $\sum_l\mathbf w=0$ for a periodic displacement. The second-order energy is
\begin{align}
E_2=\sum_l\Big\{&\tfrac12\sum_{\alpha,\mathbf R}F_\alpha\Big[h''_\alpha(\mathbf n\cdot\mathbf w)^2+\frac{h'_\alpha}{R}\big(w^2-(\mathbf n\cdot\mathbf w)^2\big)\Big]\nonumber\\
&+\tfrac12\sum_{\alpha\beta}F_{\alpha\beta}\,\delta G_\alpha\,\delta G_\beta\Big\},\qquad \delta G_\alpha=\sum_{\mathbf R}h'_\alpha\,\mathbf n\cdot\mathbf w .
\end{align}

Insert the wave $\mathbf u_l=\mathbf e\cos\theta_l$, with $\theta_l=\mathbf q\cdot\mathbf R_l$ and $\varphi=\mathbf q\cdot\mathbf R$. For general $\mathbf q$ the average of $\cos^2\theta$ is $1/2$, so the energy per atom is $\tfrac14\mathbf e\cdot K\mathbf e$. The average needed for the bond terms is
\begin{equation}
\big\langle[\cos(\theta+\varphi)-\cos\theta]^2\big\rangle=\tfrac12+\tfrac12-\cos\varphi=1-\cos\varphi .
\end{equation}

\paragraph{Bond curvature.} The $h''$ term gives $\tfrac12\sum F_\alpha h''_\alpha(\mathbf n\cdot\mathbf e)^2(1-\cos\varphi)$ per atom. Equating this to $\tfrac14\mathbf e\cdot K\mathbf e$,
\begin{equation}
K_A=\sum_{\mathbf R}\Big(2\sum_\alpha F_\alpha h''_\alpha\Big)\mathbf n\mathbf n^T(1-\cos\varphi).
\end{equation}
The factor 2 arises because each bond enters the descriptors of both its end atoms.

\paragraph{Bond tension.} In the same way,
\begin{equation}
K_B=\sum_{\mathbf R}\Big(\frac2R\sum_\alpha F_\alpha h'_\alpha\Big)(1-\mathbf n\mathbf n^T)(1-\cos\varphi).
\end{equation}

\paragraph{Change of environment.} In $\delta G_\alpha$ write $\cos(\theta+\varphi)-\cos\theta=\cos\theta(\cos\varphi-1)-\sin\theta\sin\varphi$. The first part is even in $\mathbf R$ and cancels against the odd vector $\mathbf n$. What remains is $\delta G_\alpha=-\sin\theta\,\mathbf v_\alpha\cdot\mathbf e$, with $\mathbf v_\alpha=\sum_{\mathbf R}h'_\alpha\mathbf n\sin\varphi$. As $\langle\sin^2\theta\rangle=\tfrac12$,
\begin{equation}
K_C=\sum_{\alpha\beta}F_{\alpha\beta}\,\mathbf v_\alpha\mathbf v_\beta^T .
\end{equation}
At a zone-boundary point where $2\mathbf q$ is a reciprocal lattice vector, $\cos^2\theta=1$ for every atom. Both sides of the bond equations then double and $\sin\varphi=0$, so the formulas for $K$ still hold.

\section{Which contribution jumps}

As $R\to r_c$ from inside, $h'_\alpha=g'_\alpha f+g_\alpha f'$ goes to zero linearly in $r_c-R$. The shell therefore enters and leaves $K_B$ and $K_C$ continuously, and $F_\alpha$ and $F_{\alpha\beta}$ are continuous because the $G_\alpha$ are. In $h''_\alpha=g''_\alpha f+2g'_\alpha f'+g_\alpha f''$ the last term survives. Each bond of the shell thus carries a finite stiffness up to the edge,
\begin{equation}
k=2\sum_\alpha F_\alpha g_\alpha(r_c)\,\frac{\pi^2}{2r_c^2},
\end{equation}
and loses it there:
\begin{equation}
K_{\rm in}-K_{\rm out}=k\sum_{\mathbf R\in{\rm shell}}\mathbf n\mathbf n^T(1-\cos\mathbf q\cdot\mathbf R).
\end{equation}
For a polarization fixed by symmetry,
\begin{equation}
m(\omega_{\rm out}^2-\omega_{\rm in}^2)=-kS,\qquad S=\sum_{\mathbf R\in{\rm shell}}(\mathbf n\cdot\mathbf e)^2(1-\cos\mathbf q\cdot\mathbf R).
\end{equation}

The jump vanishes if $\sum_\alpha F_\alpha g_\alpha(r_c)=0$. There is also none if every bond of the shell is either perpendicular to $\mathbf e$ or has $\mathbf q\cdot\mathbf R$ equal to a multiple of $2\pi$. When $k<0$, the matrix $K_{\rm out}-K_{\rm in}$ has no negative eigenvalue, so every ordered frequency rises or stays as the shell leaves.

For long waves $1-\cos\varphi\simeq(\mathbf q\cdot\mathbf R)^2/2$. The step then falls as $q^2$, but so does $m\omega^2$ itself. The relative step stays finite, and the sound velocities of the harmonic model can jump too.

\section{Weighing the jump: an fcc model}

Take two descriptors with
\begin{equation}
F=A\,G_1-\xi\sqrt{G_2},\qquad g_\alpha=e^{-\kappa_\alpha(r/r_0-1)},
\end{equation}
$\kappa_1=9$, $\kappa_2=2.5$ and $r_0=a_0/\sqrt2$. The model parameters, chosen to be roughly copper-like, are the lattice constant $a_0=0.361$ nm, a cohesive energy of 3.5 eV and $m=63.5$ u. Requiring this energy and zero static pressure at $a_0$ gives $A=0.218$ eV and $\xi=2.058$ eV.

With $r_c=0.445$ nm, the third shell, of radius $\sqrt{1.5}\,a$, lies inside at $a_0$ (0.4421 nm). It reaches the cutoff at $a=0.36334$ nm, a strain of 0.648\%. If $a_0$ belongs to 300 K and the linear expansion coefficient is roughly $1.7\times10^{-5}$ K$^{-1}$, this happens at $300+0.00648/(1.7\times10^{-5})\approx681$ K. This is an assigned temperature, used below to set the scale. The fit makes $a_0$ the minimum of the static energy, so the model's own quasi-harmonic lattice is already expanded at 300 K and reaches the crossing near 330 K with quantum phonon statistics (near 345 K with classical ones).

Here $F_1=A$ and $F_2=-\xi/(2\sqrt{G_2})$. At the crossing $2\sum_\alpha F_\alpha g_\alpha(r_c)=-0.1483$ eV, nearly all of it from the attractive second descriptor. Hence
\begin{equation}
k=-0.14827\times24.92=-3.695\ \text{eV/nm}^2 .
\end{equation}
The sign is negative because an attraction switched off with positive curvature acts as a negative spring.

Consider X, $\mathbf q=(2\pi/a)(1,0,0)$. The shell holds 24 vectors of type $a(1,\tfrac12,\tfrac12)$. The eight with $x=\pm a$ have phase $2\pi$ and drop out. The other sixteen have phase $\pi$, so $1-\cos\varphi=2$. All sixteen have $n_x^2=1/6$; eight have $n_y^2=2/3$ and eight have $n_y^2=1/6$. Therefore
\begin{equation}
S_L=16\cdot2\cdot\tfrac16=\tfrac{16}{3},\qquad S_T=2\left(8\cdot\tfrac23+8\cdot\tfrac16\right)=\tfrac{40}{3}.
\end{equation}
The steps $kS$ are $-19.71$ and $-49.27$ eV/nm$^2$. Total energies of frozen waves of amplitude $10^{-5}$ nm, extrapolated to the crossing from both sides, give the same values to the digits shown.

For the transverse mode $K$ rises from 714.5 to 763.8 eV/nm$^2$, and $\nu$ from 5.244 to 5.422 THz, a jump of 0.178 THz or 3.4\% of the inside value. The longitudinal mode jumps by 0.049 THz, or 0.6\%. The largest jump on a $12^3$ mesh of wavevectors is 0.194 THz; finer sampling raises it by less than 0.001 THz, to 0.195 THz at the L point.

The ordinary softening gives the scale. Between $a_0$ and the crossing the transverse frequency falls by $5.455-5.244=0.211$ THz, and the jump undoes 84\% of that fall at a single lattice constant.

The phase condition was tested with the second shell, of type $a(1,0,0)$, at the artificial lattice constant $a=r_c$. At X its phases are 0 or $2\pi$, and the measured longitudinal step is zero to the printed digits. At half that wavevector it is $-27.8$ eV/nm$^2$.

\section{The free energy}

The classical harmonic free energy per atom is $\tfrac12k_BT\langle\ln\det K\rangle_{\mathbf q}$ plus terms continuous at the crossing. To first order in the step,
\begin{equation}
\mathcal F_{\rm in}-\mathcal F_{\rm out}=\tfrac12k_BT\,k\sum_{\mathbf R\in{\rm shell}}\big\langle(1-\cos\varphi)\,\mathbf n\cdot K^{-1}\mathbf n\big\rangle_{\mathbf q}.
\end{equation}
By equipartition the thermal variance of a bond length is $\sigma^2=2k_BT\langle(1-\cos\varphi)\,\mathbf n\cdot K^{-1}\mathbf n\rangle_{\mathbf q}$. For the $z$ equivalent bonds of the shell,
\begin{equation}
\mathcal F_{\rm in}-\mathcal F_{\rm out}\simeq\frac z4\,k\sigma^2 .
\end{equation}
With $z=24$ and $\sigma=0.01496$ nm (variance averaged over the two sides) this is $6\times(-3.695)\times(0.01496)^2$ eV, or $-4.96$ meV per atom. The full determinants give $-4.95$ meV. Because $K$ is evaluated at the fixed crossing lattice constant, the classical step is proportional to $T$. At 681 K a quasi-harmonic free energy therefore steps up by about 5 meV per atom on expansion, and a minimization over $a$ meets a barrier that comes from the cutoff. At this temperature quantum statistics change the step by less than 1\%, to 5.00 meV; at lower temperatures their relative effect is larger.

\section{Two effects that blur the jump}

\paragraph{Finite displacements.} Let one end of a bond move by $\pm d$ along it. Let $\phi(r)$ be the effective energy of the bond. Near $r_c$ the part of its derivative that comes from the edge is $\phi'=k(r-r_c)$ inside and zero outside. For $|R-r_c|<d$ the central difference is
\begin{equation}
\frac{\phi'(R+d)-\phi'(R-d)}{2d}=k\,\frac{r_c-R+d}{2d},
\end{equation}
a ramp from $k$ to 0 that passes $k/2$ at $R=r_c$. Frozen-wave energies at the crossing return a fraction 0.500 of the step, as this predicts. For $d=0.001$ nm the ramp covers $\pm133$ K in the example if the bond lies along the displacement. For an atom displaced along a cube axis, the third-shell bonds make an angle with the displacement, and their ramps are narrower by the factor $|n_x|$, which is 0.82 or 0.41. The jump is then spread over a range of temperatures and no longer appears as a sharp step.

\paragraph{Thermal motion.} The bond length fluctuates by $\sigma=0.015$ nm, which corresponds to a shift of the crossing by 1990 K. Near the crossing each bond of the shell therefore samples both sides of $r_c$. The classical partition function integrates $e^{-E/k_BT}$, and $E$ is continuous in $a$, so the model's full classical free energy has no jump.

A single bond coordinate $x$ shows the difference. Its energy is $\tfrac12(k_BT/\sigma^2)x^2$, plus $\tfrac12k(x-s)^2$ when $x<s$, with $s=r_c-R$. The harmonic treatment gives a jump of 0.416 meV. The full integral changes by 0.0045 meV between $s=-10^{-4}$ and $+10^{-4}$ nm, and by half as much when the interval is halved, as a continuous function should. The jump thus belongs to the harmonic expansion of this surrogate and not to its finite-temperature thermodynamics.

\section{Cutoffs that remove it}

To remove the jump whatever the trained $F_\alpha$ and $g_\alpha(r_c)$, the curvature of $f$ must vanish at $r_c$. With $x=r/r_c$, the quintic switch $f=1-10x^3+15x^4-6x^5$ has
\begin{equation}
f''=-\frac{60}{r_c^2}\,x(1-x)(1-2x)\simeq\frac{60\,(r_c-r)}{r_c^3}\quad\text{near }r_c .
\end{equation}
The frequency is continuous, but its slope is not. Since $dR/da=\sqrt{1.5}$ for the third shell,
\begin{equation}
\Big(\frac{dK}{da}\Big)_{\rm in}-\Big(\frac{dK}{da}\Big)_{\rm out}=-\frac{60\sqrt{1.5}}{r_c^3}\,S\cdot2\sum_\alpha F_\alpha g_\alpha(r_c).
\end{equation}
For the transverse X mode the formula gives 1798.2 eV/nm$^3$ and numerical slopes give 1797.9. The mode Grüneisen parameter, $-d\ln\nu/d\ln V=-(a/6K)\,dK/da$, therefore jumps.

The squared cosine starts as $(r_c-r)^4$. Its curvature vanishes quadratically, so both $K$ and $dK/da$ are continuous. In these comparisons $r_c$ and the exponents $\kappa_\alpha$ are held fixed and $A$ and $\xi$ are refitted. This changes the model elsewhere: with the squared cosine the transverse X frequency at $a_0$ is 6.92 THz instead of 5.46 THz. Replacing the cutoff in practice means retraining the whole surrogate.

\section{The model beside copper}

The model's bulk modulus, 145 GPa, and its X frequencies, about 5 and 8 THz, lie in the rough range of copper. With another cutoff radius the jump occurs at another lattice constant or involves another shell, with $k$ set by the trained $F_\alpha$ and by $g_\alpha(r_c)/r_c^2$, so 0.18 THz is no estimate for another surrogate. The crossing temperature inherits the rough expansion coefficient: 10\% in that coefficient moves it by about 40 K. A free-electron estimate of the neglected electronic free energy is $-1.2$ meV per atom, but it is the same on both sides and leaves the jump unchanged. The free-energy jump rests on the assumption of infinitesimal vibrations. Lifting it within the classical model takes the jump, 5 meV per atom at 681 K, to zero. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
lattice constant a0           0.3610 nm
cohesive energy               3.50 eV
atomic mass                   63.5 u
cutoff radius rc              0.4450 nm
reference length r0           0.25527 nm
decay exponents g1, g2        9.0, 2.5
fitted A, xi                  0.21825, 2.05799 eV
bulk modulus at a0            144.9 GPa
third shell radius at a0      0.44213 nm
crossing lattice constant     0.36334 nm
strain at crossing            0.648 %
expansion coefficient (rough) 1.7e-05 1/K
temperature at crossing       681 K
cutoff curvature at rc        24.920 1/nm^2
g1(rc), g2(rc)                0.00124, 0.15595
2 sum F' g(rc)                -0.14827 eV
bond stiffness step k         -3.6950 eV/nm^2
lattice sum S, X long.        5.3333
lattice sum S, X trans.       13.3333
K step X long.    energy/law  -19.707 / -19.707 eV/nm^2
K step X trans.   energy/law  -49.266 / -49.266 eV/nm^2
K step X/2 long.  energy/law  -49.266 / -49.266 eV/nm^2
K X trans. in, out            714.54, 763.80 eV/nm^2
nu X trans. in, out           5.2442, 5.4219 THz
nu X trans. jump              0.1778 THz
nu X long. in, out            7.6519, 7.7013 THz
nu X long. jump               0.0494 THz
largest jump on q mesh        0.1940 THz
X trans. (THz): a (nm), cosine, squared cosine
  0.36100  5.4551  6.9170
  0.36200  5.3644  6.7547
  0.36300  5.2746  6.5934
  0.36334  5.2442  6.5386
  0.36334  5.4219  6.5386
  0.36400  5.3625  6.4331
  0.36500  5.2730  6.2738
2nd shell step at X, X/2      0.000, -27.767 eV/nm^2
K step size, squared cosine   0.0000 eV/nm^2
K step size, quintic          0.0001 eV/nm^2
dK/da step quintic, law       1797.9, 1798.2 eV/nm^3
dK/da step squared cosine     -0.61 eV/nm^3
finite-displacement fraction  0.5001
free-energy jump, classical   4.953 meV/atom
free-energy jump, bond law    4.959 meV/atom
free-energy jump, quantum     4.995 meV/atom
rms bond-length motion        0.01496 nm
thermal smearing half-width   1990 K
displacement 0.001 nm smears  +-133 K
one bond: harmonic jump size  0.4162 meV
one bond: exact, +-1e-4 nm    0.00446 meV
one bond: exact, +-5e-5 nm    0.00223 meV
electronic free energy        -1.222 meV/atom
\end{verbatim}
